# Zero-point displacement of a localised out-of-plane vibration: clamped limit and recoil

## A light atom and a neighbour that hardly moves

Replace one selenium atom in a monolayer of WSe$_2$, a semiconductor used as a transistor channel, by a sulphur atom. In the spring model described below, sulphur acquires a localised vibration along the normal of the sheet. In its ground state this vibration displaces the sulphur atom by 3.27 pm (root mean square). If the neighbours are clamped and sulphur moves alone, the estimate is 3.72 pm, which is 14 percent larger. Yet a tungsten neighbour is nearly six times heavier than sulphur, and in this mode it moves by a mere 0.34 pm. Why does so small a motion matter so much?

The answer comes from an expansion in the mass of the light atom. Its leading term is the clamped estimate, and its first correction is the recoil of the neighbours.

## Model and conventions

Each tungsten atom lies between two layers of chalcogen atoms (Se or S), and each chalcogen has three tungsten neighbours. Every W–chalcogen bond is a spring of constant $k=200$ N/m. Weak springs, $k_s=20$ N/m, join nearest neighbours within each atomic layer and the two chalcogens that face each other across the tungsten layer. All springs are central: their energy depends on their length alone, and they are unstretched at equilibrium. The lattice constant is 0.33 nm and the bond length is $d=0.25$ nm. The bond makes an angle $\theta$ with the normal, with $\cos^2\theta=0.4192$. Sulphur takes over the position and springs of selenium, so that only the mass changes. The masses are $m_S=32.06$ u, $m_{Se}=78.971$ u and $m_W=183.84$ u.

"Full mode" means the result of diagonalising the mass-weighted force-constant matrix of a periodic cell of $8\times8$ unit cells, with all atoms free to move in three dimensions. The site has a threefold axis along the normal, so motion of sulphur along the normal does not mix with its motion in the plane. "Out-of-plane" refers to sulphur; its neighbours also move sideways.

## From modal mass to displacement

In one normal mode, atom $i$ is displaced by $\mathbf u_i=Q\,\boldsymbol\phi_i$. The pattern is scaled so that sulphur has $\phi=1$ along the outward normal. Then $Q$ is the displacement of sulphur, and the kinetic energy is

$$
T=\tfrac12\sum_i m_i|\boldsymbol\phi_i|^2\,\dot Q^2=\tfrac12M\dot Q^2,
\qquad M=\sum_i m_i|\boldsymbol\phi_i|^2 .
$$

This $M$ is the modal mass. It belongs to the chosen coordinate: scaling the pattern to another atom would change both $M$ and the meaning of $Q$. Since the mode oscillates at angular frequency $\omega$, its potential energy is $\frac12M\omega^2Q^2$. In the harmonic approximation the modes are independent, so each has its own Schrödinger equation.

Try $\psi=\exp(-Q^2/4x^2)$. Its density $\psi^2\propto\exp(-Q^2/2x^2)$ has standard deviation $x$. Differentiating twice gives

$$
\psi''=\left(\frac{Q^2}{4x^4}-\frac1{2x^2}\right)\psi ,
$$

and therefore

$$
-\frac{\hbar^2}{2M}\psi''+\frac{M\omega^2Q^2}{2}\psi
=\left[\frac{\hbar^2}{4Mx^2}+\left(\frac{M\omega^2}{2}-\frac{\hbar^2}{8Mx^4}\right)Q^2\right]\psi .
$$

The right side is a constant times $\psi$ if the coefficient of $Q^2$ vanishes, so $x^4=\hbar^2/(4M^2\omega^2)$ and

$$
\boxed{x=\sqrt{\frac{\hbar}{2M\omega}}}
$$

The energy is then $\hbar^2/(4Mx^2)=\hbar\omega/2$, and since $\psi$ has no node, this is the ground state. The classical turning point at this energy follows from $\frac12M\omega^2Q^2=\frac12\hbar\omega$. It is $\sqrt2\,x$, not $x$.

## Leading order: clamped neighbours

Let $m_S\to0$ with the springs and all other masses fixed. Sulphur then vibrates so fast that its neighbours cannot follow.

Raise sulphur by $Z$ with everything else at rest. To first order each W–S bond stretches by $Z\cos\theta$ and stores $\frac12kZ^2\cos^2\theta$. The weak spring to the opposite selenium stores $\frac12k_sZ^2$. Weak springs within the sulphur's own layer are perpendicular to $Z$; their stretch is of order $Z^2$ and their energy of order $Z^4$, so they do not contribute. The stiffness is

$$
K_c=3k\cos^2\theta+k_s=3(200)(0.4192)+20=271.5\ \text{N/m}.
$$

With $\omega_c^2=K_c/m_S$ and $M=m_S$, the leading estimate is

$$
x_c=\sqrt{\frac{\hbar}{2m_S\omega_c}}=\left(\frac{\hbar^2}{4m_SK_c}\right)^{1/4}.
$$

It gives $\hbar\omega_c=47.0$ meV and $x_c=3.72$ pm.

## First correction: recoil

By the threefold symmetry, sulphur's in-plane coordinates stay at zero in this mode and can be left out. Collect the coordinates of all other atoms in a vector $\mathbf R$, with diagonal mass matrix $\mathsf M$ and force-constant matrix $\mathsf H$. Let $\mathbf c$ hold the force constants that couple them to $Z$. Newton's equations at frequency $\omega$ are

$$
m_S\omega^2Z=K_cZ+\mathbf c^{T}\mathbf R,\qquad
\omega^2\mathsf M\mathbf R=\mathsf H\mathbf R+\mathbf cZ .
$$

The second gives $\mathbf R=(\omega^2\mathsf M-\mathsf H)^{-1}\mathbf c\,Z$. Inserting this in the first and dividing by $Z$,

$$
m_S\omega^2=K_c+\mathbf c^{T}(\omega^2\mathsf M-\mathsf H)^{-1}\mathbf c .
$$

Nothing has been approximated within the harmonic model. Since $\omega^2$ grows as $1/m_S$, the inertia $\omega^2\mathsf M$ outweighs $\mathsf H$ in the limit, and to first order the inverse is $\mathsf M^{-1}/\omega^2$. The neighbours then respond as free masses.

For the coupling, let $\mathbf n$ be the unit vector from a tungsten neighbour to sulphur. The bond energy is $\frac12k(Z\cos\theta-\mathbf n\cdot\mathbf u_W)^2$. Its cross term, $-kZ\cos\theta\,(\mathbf n\cdot\mathbf u_W)$, shows that the coupling vector is $-k\cos\theta\,\mathbf n$, with squared length $k^2\cos^2\theta$. The opposite selenium has coupling $-k_s$ along the normal. Hence

$$
C\equiv\mathbf c^{T}\mathsf M^{-1}\mathbf c=\frac{3k^2\cos^2\theta}{m_W}+\frac{k_s^2}{m_{Se}} .
$$

Define $y=\omega^2/\omega_c^2$ and $\delta=m_SC/K_c^2$. Dividing $m_S\omega^2=K_c+C/\omega^2$ by $K_c$ gives $y=1+\delta/y$, so $y=1+\delta$ to first order.

The modal mass also changes. With $\mathbf R\approx\mathsf M^{-1}\mathbf cZ/\omega^2$,

$$
M=m_S+\frac{\mathbf R^T\mathsf M\mathbf R}{Z^2}\approx m_S+\frac{C}{\omega^4}
\approx m_S+\frac{Cm_S^2}{K_c^2}=m_S(1+\delta).
$$

Both changes reduce the displacement. As $x^2\propto1/(M\omega)$ and $\omega\propto y^{1/2}$,

$$
\frac{x}{x_c}=\left(\frac M{m_S}\right)^{-1/2}y^{-1/4}
\approx\left(1-\frac\delta2\right)\left(1-\frac\delta4\right)
\approx1-\frac{3\delta}{4}.
$$

The signs have a simple origin. The coupling to tungsten is negative along $\mathbf n$, so tungsten moves opposite to the pull it would follow in slow motion. The bond is stretched from both ends, which raises the frequency. The moving neighbours also carry kinetic energy, which raises the modal mass. Two thirds of the first correction come from the mass and one third from the frequency.

For the example,

$$
\delta=\frac{32.06}{(271.5)^2}\left[\frac{3(200)^2(0.4192)}{183.84}+\frac{20^2}{78.971}\right]=0.121 .
$$

The selenium term supplies only 0.002 of this. The corrected displacement is $3.724\,(1-0.091)=3.39$ pm.

| | clamped | first correction | full mode |
|---|---|---|---|
| $\hbar\omega$ (meV) | 47.0 | 49.9 | 50.5 |
| $M$ (u) | 32.1 | 35.9 | 38.7 |
| $x$ (pm) | 3.72 | 3.39 | 3.27 |

Relative to the full mode, the error of $x$ falls from 14 to 4 percent. The full values also account for the opening discrepancy: $M/m_S=1.208$ contributes a factor $\sqrt{1.208}=1.10$ to $x_c/x$, and the frequency contributes $\sqrt{50.49/47.01}=1.04$. A tungsten amplitude about one tenth that of sulphur enters the modal mass squared, but is multiplied by a mass ratio near six and by three neighbours.

## What the first correction leaves out

The first correction treats tungsten as free, although springs hold it. The next term of the inverse is $\mathsf M^{-1}\mathsf H\mathsf M^{-1}/\omega^4$. With $\gamma=m_S^2\,\mathbf c^T\mathsf M^{-1}\mathsf H\mathsf M^{-1}\mathbf c/K_c^3$, the same steps give

$$
y=1+\frac\delta y+\frac\gamma{y^2},\qquad
\frac M{m_S}=1+\frac\delta{y^2}+\frac{2\gamma}{y^3}.
$$

To second order these are $y=1+\delta+(\gamma-\delta^2)$ and $M/m_S=1+\delta+2(\gamma-\delta^2)$. The second-order change of the modal mass is twice that of the squared frequency.

To estimate $\gamma$, keep only the stiffness of each tungsten atom against its own motion along $\mathbf n$. Each of its six strong bonds contributes $k$ times the squared cosine of its angle with $\mathbf n$. With $\sin^2\theta=0.581$, these cosines are 1; $\cos^2\theta-\frac12\sin^2\theta=0.129$ (twice); $\sin^2\theta-\cos^2\theta=0.162$; and $-(\cos^2\theta+\frac12\sin^2\theta)=-0.710$ (twice). Their squares sum to 2.07. The six weak springs in the tungsten layer add $3k_s\sin^2\theta$. The total is $k_n\approx448$ N/m. Thus

$$
\gamma\approx\frac{3k^2\cos^2\theta}{K_c^2}\frac{m_S}{m_W}\cdot\frac{m_Sk_n}{m_WK_c}
\approx0.119\times0.288=0.034 .
$$

The ratio 0.288 compares tungsten's restoring force with its inertia. It exceeds the mass ratio 0.17 because $k_n$ exceeds $K_c$. It estimates only the size of the second term of the inverse relative to the first. Later terms fall off more slowly, because repeated factors of $\mathsf M^{-1}\mathsf H$ give growing weight to the fastest host motions. The estimate gives $y\approx1.14$ and $M/m_S\approx1.16$, against 1.15 and 1.21 for the full mode. It has the right sign and accounts for part of the remainder; the couplings left out raise $\gamma$ only to about 0.038 and $M/m_S$ to about 1.17, so the rest lies mainly in higher orders.

The expansion fails when $\omega$ comes down to the frequencies of the host, because $\omega^2\mathsf M-\mathsf H$ then becomes nearly singular. Here there is a gap: the local mode lies at 50.5 meV, and the highest host vibration found in cells of $7\times7$ and $8\times8$ unit cells lies at 39.3 meV. Sulphur carries 83 percent of the mode's kinetic energy and its three tungsten neighbours 16 percent.

## The opposite case: an extended mode

Consider the breathing mode of the perfect host, in which the two selenium layers move oppositely with equal amplitude and tungsten stays at rest. For $N$ unit cells its modal mass, referred to one selenium atom, is $2Nm_{Se}$. Hence $x\propto N^{-1/2}$. With $N=64$ and the model's wavenumber of 250.3 cm$^{-1}$, comparison with the local mode at 407.2 cm$^{-1}$ gives

$$
x_{\rm breath}=3.269\ \text{pm}\,\sqrt{\frac{38.73\times407.2}{2(64)(78.971)(250.3)}}=0.26\ \text{pm}.
$$

This does not mean that selenium is nearly still. Its zero-point motion is shared among many modes. The displacement in a single mode is a property of an atom, independent of sample size, when the mode is localised.

## Why the result is about one percent of a bond

Let $K=M\omega^2$ be the modal stiffness, so that $M\omega=\sqrt{MK}$ and $x^2=\hbar/(2\sqrt{MK})$. In Gaussian units the Bohr radius is $a_0=\hbar^2/(me^2)$, where $m$ is the electron mass. Bonds are made by electrons, so the natural unit of stiffness is $e^2/a_0^3$; write $K=\kappa e^2/a_0^3$. Since $\hbar=\sqrt{me^2a_0}$,

$$
x^2=\frac{\sqrt{me^2a_0}}{2\sqrt{M\kappa e^2/a_0^3}}
=\frac{a_0^2}{2}\sqrt{\frac m{M\kappa}},\qquad
\frac x{a_0}=\frac1{\sqrt2}\left(\frac m{M\kappa}\right)^{1/4}.
$$

The full mode has $K=378$ N/m, or $\kappa=0.243$, and $m/M=1.416\times10^{-5}$. Therefore

$$
x=\frac{52.92\ \text{pm}}{\sqrt2}\left(\frac{1.416\times10^{-5}}{0.243}\right)^{1/4}=3.27\ \text{pm}=0.00327\ \text{nm}.
$$

Relative to the bond length, $x/d=3.27/250=1.3$ percent. The fourth root makes the estimate forgiving: at fixed modal mass, an error of 20 percent in $K$ changes $x$ by about 5 percent. If every mass in the crystal is multiplied by 16 with the springs fixed, $x$ is halved.

The modal mass can also be read from a frequency shift. At fixed springs, $\omega^2=\boldsymbol\phi^T\mathsf H_{\rm tot}\boldsymbol\phi/M$, where $\mathsf H_{\rm tot}$ is the force-constant matrix of the whole crystal. This quotient is stationary under small changes of the pattern, so only the explicit mass matters: $\partial\omega^2/\partial m_S=-\omega^2/M$, or

$$
\frac{d\ln\omega}{d\ln m_S}=-\frac{m_S}{2M}.
$$

Solving the model again with the sulphur mass changed by $\pm1$ percent gives a slope of $-0.414$, which agrees with $-m_S/(2M)$. A clamped neighbourhood would give $-\frac12$.

## Displacement is not bond stretch

The bond is tilted, so sulphur's motion alone stretches it by $x\cos\theta=3.27\times0.647=2.12$ pm. The recoil of tungsten, 0.34 pm and nearly along the bond, adds to this. The full mode gives 2.46 pm, or 1.0 percent of $d$.

Other modes stretch the same bond. Independent modes add in variance, and the sum over the $8\times8$ cell, without rigid shifts, gives 4.0 pm at zero temperature, or 1.6 percent of $d$. Thus $x/d$ gives the right order of magnitude for the bond's fluctuation, but one mode is not the whole of it.

## The model beside a real channel

The lattice constant, bond length and breathing wavenumber are close to those of real WSe$_2$, whose breathing vibration lies at roughly 250 cm$^{-1}$. The springs are rough values. Doubling the weak ones lowers $x$ to 3.22 pm; stiffening the three W–S bonds by 20 percent, with the other springs fixed, lowers it to 3.17 pm. A real W–S bond is also somewhat shorter than W–Se, roughly 0.24 nm, which would raise $x/d$ by about 4 percent of its value at fixed $x$. Relaxation around sulphur and long-range electric forces are left out and have not been sized.

The assumption that a working device breaks most plainly is zero temperature. In thermal equilibrium the mean energy of an oscillator is $\frac12\hbar\omega\coth(\hbar\omega/2k_BT)$. Half of it is potential, so $\langle Q^2\rangle$ grows by the same hyperbolic factor. At 300 K the local mode's displacement becomes 3.77 pm, 15 percent above the zero-point value. The bond stretch from all modes becomes 4.8 pm.

Along this one mode at zero temperature, anharmonicity has a smaller effect. Give each strong bond the Morse energy $D(1-e^{-as})^2$, where $s$ is its stretch, $a=15$ nm$^{-1}$ is a rough value, and $2Da^2=k$ preserves the spring constant. Solving the one-dimensional Schrödinger equation on a grid along the harmonic pattern leaves the spread at 3.27 pm and moves the mean position outward by 0.12 pm. Anharmonic coupling to the other modes is not included. They stretch the same bonds, and can move the mean position by a comparable or larger amount.

The total motion of sulphur along the normal is a different quantity. Summed over all modes of the $8\times8$ cell, it is 4.4 pm at zero temperature and 10 pm at 300 K; in a $6\times6$ cell the values are 4.3 pm and 8.3 pm. An unsupported, unstretched sheet bends with $\omega\propto q^2$ at small wavevector $q$. The thermal variance per mode varies as $1/\omega^2\propto q^{-4}$, so its sum over a two-dimensional range of $q$ is dominated by the longest waves and grows with the size of the sheet. At zero temperature the variance per mode varies only as $1/\omega\propto q^{-2}$, and the sum grows slowly, as the logarithm of the size. In a device the support limits this motion. Long waves carry an atom and its neighbours together and stretch the bond little, which is why the localised mode and the bond stretch, not the total height fluctuation, are the quantities to set against a bond length.

Numbers in the example were calculated in double precision.
